**Quartic variance and cubic line minima for helium**

For $\Psi_\alpha=\exp(J_0+\sum_i\alpha_if_i)D$ with a multiplicative potential, the unreweighted variance on a fixed sample is $S=\mu^TC\mu$, where $\mu$ holds the monomials of degree at most two in the parameters $\alpha_i$ and $C$ is the sample covariance matrix of their local-energy coefficients. The program asserts that the quadratic local energy and the quartic variance agree with symbolic differentiation of the whole wave function at eight random parameter sets; the largest deviations are about $3\times10^{-14}$ for the local energy, relative to $1+|E_L|$ with $E_L$ in hartree, and $3\times10^{-16}$ for the variance, relative to the directly computed variance. It asserts that the line minimum from the cubic, $t=0.444543$, agrees with a direct search, and that the three-parameter minimum agrees with direct least squares started nearby. Fifth differences along a line, relative to the largest variance used, are asserted to vanish within rounding for the unreweighted variance and to remain finite for a reweighted variance, a nonlocal potential and a nonlinear length. A symbolic oscillator case is asserted to have two equal zero minima, at $\alpha=\pm m\omega/(2\hbar)$. The starting sample is asserted to agree with quadrature within five standard errors, and each optimized function to have a lower true variance than the starting one. Over three cycles the true variance falls from 0.188 to 0.038 hartree², and the energy from −2.826 to −2.891 hartree.

## Numerical verification

```python
"""Unreweighted variance on a fixed sample for linear Jastrow parameters.

Result under test: for Psi = exp(J0 + sum_i alpha_i f_i) D and a multiplicative
potential, the local energy is quadratic in alpha, so its sample variance is a
polynomial of degree at most four; line minima follow from a cubic.
Example: helium, fixed point nucleus. Lengths in a = hbar^2/(m e^2), energies
in e^2/a (hartree). s(r) = r/(r+1), D = exp(-2 r1 - 2 r2), J0 = s(r12)/2,
f1 = s(r12)^2, f2 = s(r1)^2 + s(r2)^2, f3 = s(r1)^3 + s(r2)^3.
B: per-configuration coefficients of the monomials 1, alpha_i, alpha_i alpha_j.
C: sample covariance matrix of the columns of B.
"""
from math import comb
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.optimize import least_squares, minimize_scalar

rng = np.random.default_rng(2718)
P = 3
PAIRS = [(i, j) for i in range(P) for j in range(i, P)]
HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def log_psi(R, alpha):
    r = np.linalg.norm(R, axis=2)
    r12 = np.linalg.norm(R[:, 0] - R[:, 1], axis=1)
    s, s12 = r / (r + 1), r12 / (r12 + 1)
    return (-2 * r.sum(1) + 0.5 * s12 + alpha[0] * s12**2
            + alpha[1] * (s**2).sum(1) + alpha[2] * (s**3).sum(1))


def sample(alpha, walkers=10000, steps=600):
    """Independent Metropolis walkers for |Psi|^2; only last positions kept."""
    R = rng.normal(scale=0.5, size=(walkers, 2, 3))
    logp = 2 * log_psi(R, alpha)
    for _ in range(steps):
        trial = R + rng.normal(scale=0.3, size=R.shape)
        logt = 2 * log_psi(trial, alpha)
        accept = np.log(1 - rng.random(walkers)) < logt - logp
        R[accept], logp[accept] = trial[accept], logt[accept]
    return R


def power_derivatives(r, k):
    """First derivative and 3D Laplacian of s(r)^k."""
    s, ds, dds = r / (r + 1), 1 / (r + 1)**2, -2 / (r + 1)**3
    first = k * s**(k - 1) * ds
    second = k * (k - 1) * s**(k - 2.0) * ds**2 + k * s**(k - 1) * dds
    return first, second + 2 * first / r


def coefficients(R):
    """Quadratic-form coefficients of the local energy, one row per point."""
    r = np.linalg.norm(R, axis=2)
    d = R[:, 0] - R[:, 1]
    r12 = np.linalg.norm(d, axis=1)
    unit = R / r[:, :, None]
    unit12 = np.stack([d, -d], axis=1) / r12[:, None, None]

    def pair(k):
        first, lap = power_derivatives(r12, k)
        return first[:, None, None] * unit12, 2 * lap

    def nuclear(k):
        first, lap = power_derivatives(r, k)
        return first[:, :, None] * unit, lap.sum(1)

    grad_j0, lap_j0 = pair(1)
    grad_phi = -2 * unit + 0.5 * grad_j0
    lap_log_phi = -4 * (1 / r).sum(1) + 0.5 * lap_j0
    potential = -2 * (1 / r).sum(1) + 1 / r12
    terms = [pair(2), nuclear(2), nuclear(3)]

    def dot(u, v):
        return (u * v).sum(axis=(1, 2))

    cols = [-0.5 * (lap_log_phi + dot(grad_phi, grad_phi)) + potential]
    cols += [-0.5 * (lap + 2 * dot(g, grad_phi)) for g, lap in terms]
    cols += [-0.5 * (1 if i == j else 2) * dot(terms[i][0], terms[j][0])
             for i, j in PAIRS]
    return np.stack(cols, axis=1)


def monomials(alpha):
    return np.array([1.0, *alpha, *[alpha[i] * alpha[j] for i, j in PAIRS]])


def line_quartic(C, a, b):
    """Ascending coefficients of the variance at a + t b."""
    k1 = np.array([0.0, *b, *[a[i] * b[j] + a[j] * b[i] for i, j in PAIRS]])
    k2 = np.array([0.0] * (P + 1) + [b[i] * b[j] for i, j in PAIRS])
    K = np.stack([monomials(a), k1, k2])
    W = K @ C @ K.T
    return np.array([W[0, 0], 2 * W[0, 1], W[1, 1] + 2 * W[0, 2],
                     2 * W[1, 2], W[2, 2]])


def line_minimum(c):
    """Lowest point of the quartic; the global minimum is a real cubic root,
    so real parts of complex roots can never beat it."""
    roots = np.roots([4 * c[4], 3 * c[3], 2 * c[2], c[1]])
    t = roots.real
    return t[np.argmin(np.polyval(c[::-1], t))], roots


def gradient(C, a):
    return np.array([line_quartic(C, a, e)[1] for e in np.eye(P)])


def minimize_by_lines(C, a):
    """Quasi-Newton directions with line minima from the cubic."""
    inverse, g = np.eye(P), gradient(C, a)
    for count in range(300):
        if np.linalg.norm(g) < 1e-9:
            return a, count
        b = -inverse @ g
        t, _ = line_minimum(line_quartic(C, a, b))
        step = t * b
        a = a + step
        g_new = gradient(C, a)
        y = g_new - g
        sy = step @ y
        if t > 0 and sy > 0:
            left = np.eye(P) - np.outer(step, y) / sy
            inverse = left @ inverse @ left.T + np.outer(step, step) / sy
        else:
            inverse = np.eye(P)
        g = g_new
    raise RuntimeError("line minimization did not converge")


def true_moments(alpha, n):
    """Energy and variance by quadrature in perimetric coordinates."""
    node, weight = np.polynomial.laguerre.laggauss(n)
    x, y, z = (q.ravel() for q in
               np.meshgrid(node / 2, node / 2, node / 4, indexing="ij"))
    w = np.einsum("i,j,k->ijk", weight, weight, weight).ravel()
    r1, r2, r12 = (y + z) / 2, (x + z) / 2, (x + y) / 2
    cosine = np.clip((r1**2 + r2**2 - r12**2) / (2 * r1 * r2), -1, 1)
    R = np.zeros((len(x), 2, 3))
    R[:, 0, 2] = r1
    R[:, 1, 0], R[:, 1, 2] = r2 * np.sqrt(1 - cosine**2), r2 * cosine
    w = w * r1 * r2 * r12 * np.exp(2 * log_psi(R, alpha) + 2*x + 2*y + 4*z)
    w /= w.sum()
    e = coefficients(R) @ monomials(alpha)
    mean = w @ e
    return mean, w @ (e - mean)**2


# Local energy from the definition: differentiate the entire wave function.
q = sp.symbols("x1 y1 z1 x2 y2 z2", real=True)
al = sp.symbols("al1:4", real=True)
scale = sp.Symbol("scale", positive=True)
R1 = sp.sqrt(sum(v**2 for v in q[:3]))
R2 = sp.sqrt(sum(v**2 for v in q[3:]))
R12 = sp.sqrt(sum((q[i] - q[i + 3])**2 for i in range(3)))
S1, S2, S12 = (r / (r + scale) for r in (R1, R2, R12))
psi = sp.exp(-2*R1 - 2*R2 + scale*S12/2 + al[0]*S12**2
             + al[1]*(S1**2 + S2**2) + al[2]*(S1**3 + S2**3))
h_psi = -sum(sp.diff(psi, v, 2) for v in q) / 2
symbolic_energy = sp.lambdify((*q, *al, scale),
                              h_psi / psi - 2/R1 - 2/R2 + 1/R12,
                              "numpy", cse=True)


def direct_energy(R, alpha, length=1.0):
    return symbolic_energy(*R.reshape(-1, 6).T, *alpha, length)


def direct_variance(R, alpha, length=1.0):
    return np.var(direct_energy(R, alpha, length), ddof=1)


zero = np.zeros(P)
R = sample(zero)
N = len(R)
B = coefficients(R)
C = np.cov(B, rowvar=False)

# Quadratic local energy and quartic variance at random parameters.
worst_e = worst_v = 0.0
for alpha in rng.normal(scale=2.0, size=(8, P)):
    e = direct_energy(R, alpha)
    m = monomials(alpha)
    worst_e = max(worst_e, np.max(np.abs(B @ m - e) / (1 + np.abs(e))))
    v = np.var(e, ddof=1)
    worst_v = max(worst_v, abs(m @ C @ m / v - 1))
assert worst_e < 1e-8 and worst_v < 1e-8

# Number of distinct monomials in the product of two quadratic forms.
index_sets = [()] + [(i,) for i in range(P)] + PAIRS
distinct = len({tuple(sorted(u + v)) for u in index_sets for v in index_sets})
assert distinct == comb(P + 4, 4)

# Sample against quadrature at the sampling parameters.
E_start, V_start = true_moments(zero, 40)
e0 = direct_energy(R, zero)
v0 = np.var(e0, ddof=1)
err_e = np.sqrt(v0 / N)
err_v = np.sqrt((np.mean((e0 - e0.mean())**4) - v0**2) / N)
assert abs(e0.mean() - E_start) < 5 * err_e
assert abs(v0 - V_start) < 5 * err_v

# One line: only alpha_2 varies.
axis2 = np.array([0.0, 1.0, 0.0])
c = line_quartic(C, zero, axis2)
t_min, roots = line_minimum(c)
v_line = np.polyval(c[::-1], t_min)
five = np.arange(-2.0, 3.0)
interpolated = np.polyfit(five, [direct_variance(R, t*axis2) for t in five], 4)
assert np.allclose(interpolated[::-1], c, rtol=1e-6, atol=1e-9)
grid = np.linspace(-10, 10, 81)
best = grid[np.argmin([direct_variance(R, t * axis2) for t in grid])]
search = minimize_scalar(lambda t: direct_variance(R, t * axis2),
                         bounds=(best - 0.25, best + 0.25), method="bounded",
                         options={"xatol": 1e-9})
assert abs(search.x - t_min) < 1e-5

# Fifth differences vanish for a quartic, not for the excluded cases.
direction = np.array([1.0, 0.5, -0.5])
plain, reweighted, nonlocal_v = [], [], []
for t in range(6):
    alpha = t * direction
    e = direct_energy(R, alpha)
    plain.append(np.var(e, ddof=1))
    w = np.exp(2 * (log_psi(R, alpha) - log_psi(R, zero)))
    w /= w.sum()
    reweighted.append(w @ (e - w @ e)**2)
    extra = np.zeros(N)
    for i in range(2):      # Hermitian operator v(r_i) times inversion of r_i
        flipped = R.copy()
        flipped[:, i] *= -1
        extra += np.exp(-(R[:, i]**2).sum(1) + log_psi(flipped, alpha)
                        - log_psi(R, alpha))
    nonlocal_v.append(np.var(e + extra, ddof=1))
nonlinear = [direct_variance(R, (0.2, 1.0, 0.5), b)
             for b in np.arange(0.5, 3.1, 0.5)]


def fifth(values):
    return abs(np.diff(values, 5)[0]) / np.max(np.abs(values))


assert fifth(plain) < 1e-11
assert min(fifth(reweighted), fifth(nonlocal_v), fifth(nonlinear)) > 1e-7

# Oscillator, hbar = m = omega = 1: two equal minima, one not normalizable.
xs, ap = sp.symbols("x alpha", real=True)
trial = sp.exp(-ap * xs**2)
e_osc = sp.simplify(-sp.diff(trial, xs, 2) / (2 * trial) + xs**2 / 2)
vals = [e_osc.subs(xs, p) for p in (0, 1, 2)]
mean_osc = sum(vals) / 3
var_osc = sp.expand(sum((v - mean_osc)**2 for v in vals) / 2)
osc_roots = sorted(sp.solve(sp.diff(var_osc, ap), ap))
half = sp.Rational(1, 2)
assert sp.Poly(var_osc, ap).degree() == 4
assert osc_roots == [-half, 0, half]
osc_values = [var_osc.subs(ap, r) for r in osc_roots]
assert osc_values[0] == 0 and osc_values[2] == 0 and osc_values[1] > 0

# All parameters, compared with direct minimization from a displaced start.
alpha_opt, searches = minimize_by_lines(C, zero)
v_opt = monomials(alpha_opt) @ C @ monomials(alpha_opt)


def residual(alpha):
    e = direct_energy(R, alpha)
    return (e - e.mean()) / np.sqrt(N - 1)


fit = least_squares(residual, alpha_opt + np.array([0.1, -0.1, 0.1]),
                    jac="3-point", xtol=1e-12, ftol=1e-12, gtol=1e-12)
assert np.allclose(fit.x, alpha_opt, atol=1e-3)
assert abs(2 * fit.cost / v_opt - 1) < 1e-6

print(f"configurations N = {N}, parameters P = {P}")
print(f"monomials M = {len(index_sets)}, distinct covariances = "
      f"{len(index_sets) * (len(index_sets) + 1) // 2}")
print(f"coefficients of the quartic in P parameters = {distinct}")
print(f"largest relative deviation, local energy: {worst_e:.1e}")
print(f"largest relative deviation, variance: {worst_v:.1e}")
r_first = np.linalg.norm(R[0], axis=1)
print(f"configuration 1: r1, r2, r12 = {r_first[0]:.4f}, {r_first[1]:.4f}, "
      f"{np.linalg.norm(R[0, 0] - R[0, 1]):.4f} a")
print(f"  E0, g2, G22 = {B[0, 0]:.5f}, {B[0, 2]:.5f}, "
      f"{B[0, 1 + P + PAIRS.index((1, 1))]:.5f} hartree")
print(f"  E_L at line minimum, quadratic = "
      f"{B[0] @ monomials(t_min * axis2):.5f} hartree")
print(f"  E_L at line minimum, direct = "
      f"{direct_energy(R[:1], t_min * axis2)[0]:.5f} hartree")
print(f"start, sample energy = {e0.mean():.4f} +- {err_e:.4f} hartree")
print(f"start, sample variance = {v0:.4f} +- {err_v:.4f} hartree^2")
print(f"start, quadrature energy = {E_start:.4f} hartree")
print(f"start, quadrature variance = {V_start:.4f} hartree^2")
print("line along alpha_2, quartic coefficients in hartree^2:")
for k in range(5):
    print(f"  c{k} = {c[k]:.6f}")
print("cubic roots (dimensionless): "
      + ", ".join(f"{r.real:.5f}{r.imag:+.5f}i" for r in roots))
print(f"line minimum: cubic {t_min:.6f}, direct search {search.x:.6f}")
print(f"variance at line minimum = {v_line:.6f} hartree^2")
print("relative fifth differences (dimensionless):")
print(f"  unreweighted {fifth(plain):.1e}, reweighted {fifth(reweighted):.1e}")
print(f"  nonlocal {fifth(nonlocal_v):.1e}, "
      f"nonlinear length {fifth(nonlinear):.1e}")
print("oscillator stationary alpha in m omega/hbar: "
      + ", ".join(str(r) for r in osc_roots))
print("oscillator variance there, x = 0,1,2 sqrt(hbar/(m omega)): "
      + ", ".join(str(v) for v in osc_values) + " (hbar omega)^2")
print(f"three-parameter minimum, sample 1: {searches} line searches")
print("  direct minimization alpha = "
      + ", ".join(f"{v:.4f}" for v in fit.x))

# Repeat sampling and minimization; judge each result by quadrature.
alpha, C_cycle = alpha_opt, C
for cycle in range(1, 4):
    if cycle > 1:
        C_cycle = np.cov(coefficients(sample(alpha)), rowvar=False)
        alpha, _ = minimize_by_lines(C_cycle, alpha)
    m = monomials(alpha)
    energy, variance = true_moments(alpha, 40)
    coarse = true_moments(alpha, 30)
    assert np.allclose(coarse, (energy, variance), rtol=0, atol=5e-5)
    assert variance < V_start
    print(f"cycle {cycle}: alpha = " + ", ".join(f"{v:.4f}" for v in alpha))
    print(f"  minimized sample variance = {m @ C_cycle @ m:.5f} hartree^2")
    print(f"  quadrature: energy = {energy:.4f} hartree, "
          f"variance = {variance:.4f} hartree^2")
print(f"final energy = {energy * HARTREE_EV:.2f} eV")
print(f"final standard deviation of E_L = "
      f"{np.sqrt(variance) * HARTREE_EV:.2f} eV")
print("tests ok")
```

Running it gives:

```
configurations N = 10000, parameters P = 3
monomials M = 10, distinct covariances = 55
coefficients of the quartic in P parameters = 35
largest relative deviation, local energy: 2.8e-14
largest relative deviation, variance: 3.3e-16
configuration 1: r1, r2, r12 = 0.4608, 0.5787, 0.5161 a
  E0, g2, G22 = -2.25100, -0.02332, -0.08697 hartree
  E_L at line minimum, quadratic = -2.27855 hartree
  E_L at line minimum, direct = -2.27855 hartree
start, sample energy = -2.8186 +- 0.0043 hartree
start, sample variance = 0.1873 +- 0.0030 hartree^2
start, quadrature energy = -2.8261 hartree
start, quadrature variance = 0.1878 hartree^2
line along alpha_2, quartic coefficients in hartree^2:
  c0 = 0.187275
  c1 = -0.322711
  c2 = 0.363534
  c3 = -0.000953
  c4 = 0.000178
cubic roots (dimensionless): 1.78798+31.90394i, 1.78798-31.90394i, 0.44454+0.00000i
line minimum: cubic 0.444543, direct search 0.444543
variance at line minimum = 0.115581 hartree^2
relative fifth differences (dimensionless):
  unreweighted 1.7e-17, reweighted 5.7e-02
  nonlocal 2.7e-04, nonlinear length 5.7e-01
oscillator stationary alpha in m omega/hbar: -1/2, 0, 1/2
oscillator variance there, x = 0,1,2 sqrt(hbar/(m omega)): 0, 13/12, 0 (hbar omega)^2
three-parameter minimum, sample 1: 6 line searches
  direct minimization alpha = 0.3032, -0.1915, 1.3349
cycle 1: alpha = 0.3032, -0.1915, 1.3349
  minimized sample variance = 0.03595 hartree^2
  quadrature: energy = -2.8909 hartree, variance = 0.0386 hartree^2
cycle 2: alpha = 0.3328, -0.2498, 1.3934
  minimized sample variance = 0.03727 hartree^2
  quadrature: energy = -2.8914 hartree, variance = 0.0381 hartree^2
cycle 3: alpha = 0.3276, -0.2542, 1.3978
  minimized sample variance = 0.03861 hartree^2
  quadrature: energy = -2.8913 hartree, variance = 0.0382 hartree^2
final energy = -78.68 eV
final standard deviation of E_L = 5.32 eV
tests ok
```
